Why several charge states of a 3d impurity fit in a gap

**Question.** A 3d impurity in a semiconductor can often hold several different numbers of electrons while the Fermi level stays inside the gap. Two electrons in a compact d shell repel each other by an energy U of several eV, which is more than the gap. Why does the second or third added electron not end up in the conduction band?

**Answer.**

**The puzzle in the absence of mixing**

Measure energies from the valence band edge, so that the gap runs from 0 to G. Let the d shell have M = 10 spin-orbitals of bare energy E_d, with the same repulsion U between each pair. A shell with N electrons has energy E_d N + U N(N − 1)/2. Adding one more costs E_d + U N, so successive levels lie U apart. If U > G, at most one such level lies in the gap, and at most two charge states are possible.

**The mechanism**

Two facts change this when the d orbitals mix with host orbitals.

First, the gap level is not a pure d orbital. An electron placed in it has only a fraction Z of its charge on the d shell.

Second, the filled valence states also carry d charge, because they too are mixed. When an electron enters the gap level, the d charge starts to grow, and the repulsion pushes the d levels up. Higher d levels mix less into the filled valence states, which therefore lose d weight and gain host weight. When the mixing and the repulsion are both strong, the case considered in the rest of this paragraph, this rehybridisation cancels most of the added d charge. The impurity region still gains a whole electron, but most of it sits on host orbitals. Since the d charge hardly changes, the d levels hardly move, and the next electron finds a gap level only slightly higher than the last one.

**The model**

The Haldane-Anderson Hamiltonian, with spin-orbitals labelled m, is

H = Σ_m [ E_d n_m + Σ_k ε_k c†_mk c_mk + Σ_k V_k (d†_m c_mk + c†_mk d_m) ] + U Σ_{m<m'} n_m n_m'.

Each spin-orbital is assumed to have its own host states, and all ten are equivalent. A spin-orbital with its host states will be called a channel. The model leaves out Hund exchange, multiplets, the splitting into e and t2 levels, lattice relaxation, and the Coulomb energy of charge on host orbitals.

In every channel the valence states are filled. Let p be the number of electrons in gap levels, so that p labels the charge state. In the averaged mean field these electrons are spread evenly, p/M per channel, and each spin-orbital has d charge N_d/M. One spin-orbital feels the other M − 1, so its level is

E = E_d + U (M − 1) N_d/M = E_d + U' N_d, with U' = U(1 − 1/M).

**The gap level and its d weight**

Let a level of energy ε have amplitude a on the d orbital and a_k on host state k. The Schrödinger equation gives

(ε − E) a = Σ_k V_k a_k, (ε − ε_k) a_k = V_k a.

Eliminating a_k yields

ε − E = Σ(ε), Σ(ε) = Σ_k V_k²/(ε − ε_k).

Normalisation requires a²[1 + Σ_k V_k²/(ε − ε_k)²] = 1. The sum in the bracket is −Σ'(ε), where the prime is a derivative, so the d weight is

Z = a² = 1/(1 − Σ'(ε)).

Differentiating ε − E = Σ(ε) gives dε(1 − Σ') = dE, hence dε/dE = Z. The gap level follows the d level only in proportion to its d weight.

**How the d charge responds**

Write w_i for the d weight of channel eigenstate i with energy ε_i, and f_i for its occupation: 1 for valence states, p/M for the gap level, 0 for conduction states. Then N_d = M Σ_i f_i w_i. If E rises by δE, first-order perturbation theory changes each weight by

δw_i = 2 δE Σ_{j≠i} w_i w_j/(ε_i − ε_j).

In the sum over i, each pair i < j (ordered by energy) appears twice, with opposite denominators. Collecting the two terms gives δN_d = −χ δE at fixed p, with

χ = 2M Σ_{i<j} (f_i − f_j) w_i w_j/(ε_j − ε_i).

Every term is non-negative because lower states are at least as full as higher ones. Thus χ > 0: raising the d level expels d charge.

Now add a small amount dp to the gap levels. At fixed E this brings d charge Z dp, and the shift of E removes χ dE:

dN_d = Z dp − χ dE, dE = U' dN_d.

Solving for dN_d gives

dN_d/dp = Z/(1 + U'χ).

The gap level moves by dε = Z dE = Z U' dN_d, so its rise per added electron is

U_eff = dε/dp = Z² U'/(1 + U'χ).

The two causes are now separate. Dilution of the gap electron gives Z²U': one factor Z because it brings only Z of charge, the other because the gap level feels only Z of the shift. Rehybridisation divides the result by 1 + U'χ.

**Why this is the spacing of charge states**

A charge-transition level is a difference of total energies, not an orbital energy. The sum of the orbital energies counts the repulsion twice, so

E_tot = M Σ_v ε_v + p ε − U' N_d²/2,

where v runs over the valence states of one channel. By first-order perturbation theory dε_i/dE = w_i, so a shift of E changes the orbital sum by N_d dE. Therefore

dE_tot = ε dp + N_d dE − U' N_d dN_d = ε dp,

because dE = U' dN_d. The transition level between p and p + 1 is the average of ε over that interval, and successive transition levels are about U_eff apart. These derivative relations were tested by finite differences of self-consistent solutions.

**Limits of the formula**

For U'χ ≪ 1 only dilution acts, and U_eff ≈ Z²U'. For U'χ ≫ 1 the mean field gives U_eff → Z²/χ, which at a given E no longer depends on U. This ceiling belongs to the averaged mean field, with its even spreading of the gap electrons; a mean field with whole-number occupations of the gap levels does not have it. In the worked case below, the exact spacing lies under it at U = 0.125 and 0.25 Ry and exceeds it at U = 0.50, 1.0 and 2.0 Ry.

For V → 0 with E inside the gap, Z → 1 and χ → 0, so the mean field returns U'. The right answer for separate d^N states is U; the difference of one part in M comes from spreading the gap electrons evenly. In that limit the averaged picture is a poor one, and an exact treatment is needed.

**A worked case**

Take round parameters: U = 0.50 Ry (6.8 eV), G = 0.20 Ry (2.7 eV), and two bands each 0.30 Ry wide. Replace each band by one level at its centre, at −0.15 and 0.35 Ry, coupled to the d orbital by V = 0.15 Ry (2.0 eV). Choose E_d = −2.15 Ry, which centres the half-filled shell in the gap. Without mixing, the levels nearest midgap are

E_d + 4U = −0.15 Ry, E_d + 5U = 0.35 Ry.

Neither is in the gap, so there is one charge state.

With mixing, consider p = 5 and try N_d = 5, which the weights found below confirm (N_d = Mw + pZ = 2.09 + 2.91 = 5.00). The mean-field level is E = −2.15 + 0.45 × 5 = 0.10 Ry, which is midgap. Both host levels are then a distance b = 0.25 Ry away. With x = ε − G/2, the level equation reads

x = V²/(x + b) + V²/(x − b) = 2V²x/(x² − b²).

Its solutions are x = 0 and x = ±Δ, with Δ² = b² + 2V² = 0.0625 + 0.0450 = 0.1075 Ry², so Δ = 0.328 Ry. The weights are

Z = 1/(1 + 2V²/b²) = b²/Δ² = 0.581, w = (1 − Z)/2 = V²/Δ² = 0.209,

where w belongs to each outer state. The occupations are 1, 1/2 and 0. The two neighbouring pairs each contribute (1/2)Zw/Δ to the sum, and the outer pair contributes w²/(2Δ), so

χ = (2M/Δ)(Zw + w²/2) = (20/0.328)(0.1217 + 0.0219) ≈ 8.76 per Ry.

Hence 1 + U'χ = 1 + 0.45 × 8.76 = 4.94. Dilution alone gives Z²U' = 0.152 Ry, and rehybridisation reduces it to

U_eff = 0.152/4.94 = 0.031 Ry = 0.42 eV.

The d charge grows by only 0.581/4.94 = 0.12 per added electron.

The cancellation can be seen directly in the full step from p = 5 to p = 6. The d charge held in gap levels rises by 0.518, while that held in valence states falls by 0.403. The net change is 0.115. The other 0.885 of the electron is on host orbitals.

**Does it survive exact treatment?**

The averaged mean field could exaggerate the effect, since it ignores correlation and spreads the gap electrons evenly over the channels. With one level per band, the model can be solved exactly. The electron number of each channel is conserved. A channel with an empty gap level has one electron on three sites, and one with a filled gap level has one hole on three sites, so each has three states. With suitable signs for the basis states, all off-diagonal elements are −V or zero. The lowest state then has positive amplitudes throughout and is unchanged when equally filled channels are exchanged. One need only count how many channels are in each of their three states, which leaves 21 × 21 = 441 states for p = 5 instead of 3¹⁰. For three channels this reduction was tested against the full fermion problem.

The exact transition levels for p → p + 1 are:

2 → 3: 0.013 Ry
3 → 4: 0.038 Ry
4 → 5: 0.075 Ry
5 → 6: 0.125 Ry
6 → 7: 0.162 Ry
7 → 8: 0.187 Ry

These six levels lie in the gap, so seven charge states fit, from p = 2 to p = 8. The next levels on either side, −0.004 and 0.204 Ry, miss the gap narrowly, so the count depends on where the edges are drawn, and the lumped model simply takes them from the original bands. The central spacing does not depend on that choice, although it does depend on how the host states are distributed, as the full-band case shows:

0.125 − 0.075 = 0.050 Ry = 0.68 eV,

ten times smaller than U. Between p = 2 and p = 8 the impurity region takes up six electrons, while the d charge goes from 4.69 to 5.31, about 0.10 per electron.

The averaged mean field thus has the right mechanism but underestimates the central spacing: 0.031 Ry is 38% below the exact 0.050 Ry. It also places all ten levels in the gap, the lowest at 0.0015 Ry. It improves with the number of channels. With the product UM held fixed, E_d = G/2 − U(M − 1)/2 and p = M/2, the ratio of exact to mean-field U_eff is 1.62, 1.24 and 1.11 for M = 10, 20 and 40. The sign of the error is tied to the even spreading: a mean field in which p channels have their gap level wholly filled and the rest wholly empty errs the other way, giving a central spacing of about 0.10 Ry for M = 10.

**When the extra charge states disappear**

Strong mixing is essential. At U = 0.50 Ry and E_d = −2.15 Ry the exact central spacing and number of charge states in the gap are:

V = 0.02 Ry: 0.405 Ry, 1 state
V = 0.05 Ry: 0.276 Ry, 1 state
V = 0.10 Ry: 0.120 Ry, 3 states
V = 0.15 Ry: 0.050 Ry, 7 states
V = 0.20 Ry: 0.025 Ry, 11 states

The counts depend on E_d. For V = 0.02 or 0.05 Ry, moving the sixth d level to midgap (E_d = −2.40 Ry) gives two charge states, which is still no more than without mixing.

With E_d = −2.15 Ry, the spacing at V = 0.02 Ry can be understood by hand. For these parameters the sixth d electron costs 0.35 Ry, the same as an electron in the conduction level. At p = 6, the state with six d electrons is therefore degenerate with states in which one of the six is in the conduction level instead. There are six such states, so the coupling to their symmetric combination is √6 V, and the energy falls by that amount. At p = 4 the same happens with a hole in the valence level. The spacing is then

0.50 − 2√6 × 0.02 = 0.40 Ry,

in agreement with 0.405 Ry. The d charge rises by only 0.44 between p = 5 and p = 6, because the added electron is shared with the conduction level. A d charge that rises by much less than one per added electron is therefore not sufficient for several charge states: the transition levels must also lie in the gap.

Very large U also defeats the mechanism. From U = 0.125 to 2.0 Ry at V = 0.15 Ry, with E_d = G/2 − 9U/2 so that the half-filled shell stays centred in the gap, the mean-field U_eff rises from 0.019 to 0.036 Ry and approaches its ceiling of 0.039 Ry. The exact value rises from 0.024 to 0.132 Ry. It has no such ceiling because the d charge becomes locked to a whole number. For U → ∞ the shell is fixed at five electrons, and each hop, which changes that number, costs an energy of order U. An added electron must then go to the conduction level and a removed one must come from the valence level, so the spacing tends to 0.35 + 0.15 = 0.50 Ry. At U = 2.0 Ry the model is still far from that limit.

**What full bands change**

Now spread the same coupling V² evenly over each band of width D. The sum over host states becomes an integral:

Σ(ε) = (V²/D) ln{ (ε + D)(G − ε) / [ε(G + D − ε)] }.

This tends to +∞ at the valence edge and to −∞ at the conduction edge, while ε − Σ(ε) rises steadily between them. For these flat bands each channel therefore has one gap level whatever the value of E. This rests on the abrupt band edges: for the square-root edges of three-dimensional bands Σ stays finite at the edges, and a gap level exists only over a finite range of E (about −0.23 to 0.43 Ry for semi-elliptic bands of the same width and coupling). With flat bands the number of levels in the gap is no test of the mechanism, because a level close to an edge has little d weight. The spacing near midgap is the useful quantity. There

1/Z = 1 + (0.0225/0.30)(1/0.1 + 1/0.1 − 1/0.4 − 1/0.4) = 2.125,

so Z = 0.47. The mean field gives U_eff = 0.014 Ry and dN_d/dp = 0.068. Dividing Z by the latter gives 1 + U'χ = 6.9. Compared with the lumped bands, dilution is stronger (Z²U' = 0.100 instead of 0.152 Ry) and so is rehybridisation (6.9 instead of 4.9). Host states near the gap edges thus strengthen the effect in the mean field. No exact solution was computed for this case.

**How far the numbers can be taken**

The parameters describe no particular material, and the omitted terms matter for a real one. In a tetrahedral host the e orbitals mix much less than the t2 orbitals, so ten equally mixed channels are an idealisation. Hund exchange and the e–t2 splitting make the spacings uneven, and the repulsion between electrons on host orbitals adds an energy that the model does not contain. What the model establishes is that, with strong mixing, p counts the electrons added to the impurity region and not those added to the d shell. The full set of levels and charges is in the numerical output.

Table of computed values

```
Inputs: M = 10, U = 0.50 Ry, V = 0.15 Ry, G = 0.20 Ry, D = 0.30 Ry
Band centres -0.15 and 0.35 Ry; bare d level -2.150 Ry
In eV: U = 6.80, V = 2.04, G = 2.72
No mixing: levels nearest midgap -0.150 and 0.350 Ry
p, exact N_d, mean-field N_d, exact and mean-field level p -> p+1 (Ry)
  0  4.5907  4.5650  -0.0162   0.0015
  1  4.6379  4.6254  -0.0037   0.0157
  2  4.6949  4.6969   0.0132   0.0337
  3  4.7668  4.7827   0.0376   0.0568
  4  4.8638  4.8850   0.0750   0.0848
  5  5.0000  5.0000   0.1250   0.1152
  6  5.1362  5.1150   0.1624   0.1432
  7  5.2332  5.2173   0.1868   0.1663
  8  5.3051  5.3031   0.2037   0.1843
  9  5.3621  5.3746   0.2162   0.1985
 10  5.4093  5.4350
Charge states in gap: exact 7, mean field 11
Exact U_eff at p=5: 0.0499 Ry = 0.679 eV; U/U_eff = 10.0
Exact change of N_d, p=5 to 6: 0.1362
Mean field at p=5: Z = 0.5814, chi = 8.759 per Ry
  U' = 0.450 Ry, 1+U'chi = 4.942
  dilution only Z^2 U' = 0.1521 Ry
  U_eff = 0.0308 Ry = 0.419 eV
  dN_d/dp = 0.1177; ceiling Z^2/chi = 0.0386 Ry
  p=5 to 6: gap-level d gain 0.5183, valence d change -0.4033, sum 0.1150
  p=5 to 6: mean-field d level E rises by 0.0518 Ry
Full bands, mean field, p=5: Z = 0.4706, U_eff = 0.0144 Ry, dN_d/dp = 0.0682
Exact/mean-field U_eff at fixed U*M, M = 10, 20, 40: 1.622, 1.239, 1.107
Scan in U at V = 0.15 Ry: U, exact U_eff, mean-field U_eff (Ry)
  0.125 0.0238 0.0192
  0.250 0.0351 0.0256
  0.500 0.0499 0.0308
  1.000 0.0747 0.0342
  2.000 0.1323 0.0363
Scan in V at U = 0.50 Ry: V, exact U_eff (Ry), charge states in gap, N_d(6)-N_d(5)
  0.02 0.4048  1 0.4443
  0.05 0.2757  1 0.3561
  0.10 0.1198  3 0.2220
  0.15 0.0499  7 0.1362
  0.20 0.0253 11 0.0953
```
